# Surface oxidation at zero temperature: phase diagram from an envelope of lines

A clean metal surface stands in oxygen whose pressure is slowly raised. First a sparse layer of oxygen atoms adsorbs, then denser layers may follow; on some metals a thin surface oxide then replaces them, before bulk oxide grows. Total-energy calculations supply an energy for each candidate structure. The candidates hold different amounts of oxygen, however, so their energies cannot be compared directly. Which structures appear, and in what range of oxygen supply?

## From energies to lines

Take a slab with \(M\) equivalent sites on its active face. Candidate \(i\) has energy \(E_i\), \(N_i\) oxygen atoms and \(\Delta N_i\) more metal atoms than the clean slab of energy \(E_0\). Metal is exchanged with the bulk metal, of energy \(E_m\) per atom, and oxygen with a reservoir of chemical potential \(\mu_O\). At zero temperature the equilibrium structure minimises the grand potential. Measured from the clean slab, per site, this is

\[
g_i=\frac{E_i-E_0-\Delta N_iE_m-N_i\mu_O}{M}.
\]

Write \(\mu_O=\tfrac12E_{O_2}+\mu\), so that \(\mu=0\) means half an oxygen molecule at rest. Zero-point energies are left out until the section on temperature. With the coverage \(\theta_i=N_i/M\) and the formation energy

\[
e_i=\frac{E_i-E_0-\Delta N_iE_m-\tfrac12N_iE_{O_2}}{M},
\]

the grand potential becomes

\[
g_i(\mu)=e_i-\theta_i\mu .
\]

Each structure is a straight line in \(\mu\), falling more steeply the more oxygen it holds. The phase diagram is the lower envelope \(G(\mu)=\min_i g_i(\mu)\).

## Eight structures by hand

Let oxygen occupy a triangular lattice with binding energy 1.50 eV per atom and repulsions \(V_1=0.20\) eV and \(V_2=0.03\) eV between first and second neighbours. These are round model parameters. Each site has six neighbours of either kind, hence three bonds of either kind per site.

- At \(\theta=1/4\), the 2×2 pattern has no such pairs: \(e=-1.50/4=-0.375\) eV.
- At \(\theta=1/3\), each atom has six second neighbours, or three bonds. This makes one bond per site: \(e=-0.50+0.03=-0.470\) eV.
- At \(\theta=1/2\), alternate filled rows give each atom one bond of either kind: \(e=-0.75+(0.20+0.03)/2=-0.635\) eV.

The denser layers follow by exchanging filled and empty sites. If \(n,n'\) are the occupations (0 or 1) at the ends of a bond, then \((1-n)(1-n')=1-n-n'+nn'\). Summed over three bonds per site, the middle terms give \(-6\theta\), because each site ends six bonds. The repulsion energy per site therefore obeys

\[
u(1-\theta)=u(\theta)+3(V_1+V_2)(1-2\theta).
\]

This gives \(u=0.26,\ 0.345,\ 0.69\) eV and \(e=-0.740,\ -0.780,\ -0.810\) eV at \(\theta=2/3,\ 3/4,\ 1\). The eighth candidate is a surface oxide with \(\theta=5/4\) and \(e=-1.325\) eV.

Two lines cross where \(e_i-\theta_i\mu=e_j-\theta_j\mu\), that is, at

\[
s_{ij}=\frac{e_j-e_i}{\theta_j-\theta_i}.
\]

For \(\theta_j>\theta_i\), structure \(j\) is lower above \(s_{ij}\). Add the structures in order of coverage, noting where each takes over from its predecessor:

\[
0\xrightarrow{-1.50}\tfrac14\xrightarrow{-1.14}\tfrac13\xrightarrow{-0.99}\tfrac12\xrightarrow{-0.63}\tfrac23\xrightarrow{-0.48}\tfrac34\xrightarrow{-0.12}1 .
\]

The starts increase, so all seven have a window so far. Now the oxide arrives. It crosses the full layer at \((-1.325+0.810)/0.25=-2.06\) eV, below the −0.12 eV at which the full layer begins. The full layer is thus beaten throughout its window and is removed. The crossing with \(3/4\) is at −1.09 eV, below −0.48 eV: remove it. The crossing with \(2/3\) is at −1.003 eV, below −0.63 eV: remove it. The crossing with \(1/2\) is at \((-1.325+0.635)/0.75=-0.92\) eV, above −0.99 eV: keep the half layer and let the oxide begin at −0.92 eV.

## The general algorithm

Sort the candidates by coverage and keep the lowest energy at each coverage. Hold a stack of phases, each with the \(\mu\) at which it starts; the first starts at \(-\infty\). For each new line:

1. Compute its crossing \(s\) with the top phase, whose start is \(b\).
2. If \(s\le b\), remove the top and return to step 1.
3. Otherwise push the new phase with start \(s\).

To see why this works, suppose the stack is the envelope \(G_{\rm old}\) of the lines treated so far. The new line is steeper than all of them, so \(g_{\rm new}-G_{\rm old}\) decreases strictly and changes sign once, at some \(\mu^*\). The new phase owns everything above \(\mu^*\). If \(s\le b\), the new line is already no higher than \(G_{\rm old}\) at \(b\), so \(\mu^*\le b\) and the top loses its whole window. If \(s>b\), the crossing lies inside the top's window, so \(\mu^*=s\). The stack is again an envelope, and induction finishes the proof.

With \(n\ge2\) distinct coverages, \(n-1\) lines arrive after the first, and each ends with one crossing that keeps the top. The first and last lines are never removed, so there are at most \(n-2\) removals. The total is at most \(2n-3\) crossings: 13 for eight structures, of which the example used 10. Sorting, of order \(n\log n\), sets the cost.

## Why the answer is a convex hull

Plot the points \((\theta_i,e_i)\) and draw through point \(k\) the line of slope \(\mu\), \(\ell(\theta)=e_k+\mu(\theta-\theta_k)\). Then

\[
e_j-\ell(\theta_j)=(e_j-\theta_j\mu)-(e_k-\theta_k\mu)=g_j-g_k .
\]

Phase \(k\) is the sole minimum at \(\mu\) exactly when all other points lie strictly above this line. No mixture of them can then reach point \(k\), which is therefore a vertex of the lower hull.

For the converse, use the window. Comparison with lower coverages demands \(\mu>L=\max_j s_{jk}\), and with higher coverages \(\mu<R=\min_m s_{km}\). Let \(a\) and \(b\) attain \(L\) and \(R\). Then \(e_a=e_k-L(\theta_k-\theta_a)\) and \(e_b=e_k+R(\theta_b-\theta_k)\). Mix them with weights \((\theta_b-\theta_k)/(\theta_b-\theta_a)\) and \((\theta_k-\theta_a)/(\theta_b-\theta_a)\), which reproduce the coverage \(\theta_k\). The energy of the mixture minus \(e_k\) is

\[
D=(R-L)\,\frac{(\theta_k-\theta_a)(\theta_b-\theta_k)}{\theta_b-\theta_a}.
\]

If \(R\le L\), the mixture is no higher than \(k\), and \(k\) is not a vertex. If one side has no competitor, the window is unbounded there and cannot close. Hence a phase has a window of nonzero width exactly when it is a vertex, and the window ends are the slopes of the adjoining hull edges. A point inside an edge ties at one \(\mu\) and has no window; the sign \(\le\) in step 2 removes it.

Mixing here means regions of two phases side by side, with negligible boundary energy.

The hull was also computed separately. All occupations of periodic 4×4 and 3×6 cells were enumerated, 65,536 and 262,144 of them. With the oxide they give 843 distinct points. A general convex-hull routine applied to these points returned edge slopes equal to the envelope's transitions within \(10^{-9}\) eV. The set is a demanding one: below \(\theta=1/4\) many arrangements have no interacting pairs and lie on the same edge, \(e=-1.50\,\theta\). The envelope was computed in exact fractions, so rounding could not decide these ties.

## Where bulk oxide ends the diagram

Let bulk oxide have formation energy \(h=-0.85\) eV per oxygen atom. Adding \(y\) oxygen atoms per site as bulk oxide changes the grand potential by \((h-\mu)y\). For \(\mu>h\) this is negative and without bound, so no surface phase is stable there. The diagram is

\[
0\xrightarrow{-1.50}\tfrac14\xrightarrow{-1.14}\tfrac13\xrightarrow{-0.99}\tfrac12\xrightarrow{-0.92}\tfrac54\xrightarrow{-0.85}\text{bulk oxide}.
\]

Without the surface oxide, the half layer would last to −0.85 eV. The \(2/3\) layer would still be absent, since it needs −0.63 eV.

At fixed total oxygen \(\theta\), the lowest energy \(E_{\rm hull}(\theta)\) is the minimum of \(\sum_i x_ie_i+hy\) with \(x_i,y\ge0\), \(\sum_i x_i=1\) and \(\sum_i x_i\theta_i+y=\theta\). For any \(\mu\le h\),

\[
\sum_i x_ie_i+hy\ \ge\ \sum_i x_i(g_i+\theta_i\mu)+\mu y\ \ge\ G(\mu)+\mu\theta .
\]

Equality is reached. On an edge of slope \(s\le h\), mix its two end phases and take \(\mu=s\), where both have \(g=G\). Beyond the last stable phase, add bulk oxide to that phase and take \(\mu=h\). Therefore

\[
E_{\rm hull}(\theta)=\max_{\mu\le h}\,[G(\mu)+\mu\theta],\qquad
e_k-E_{\rm hull}(\theta_k)=\min_{\mu\le h}\,[g_k(\mu)-G(\mu)] .
\]

The height above the hull is the least grand-potential excess the structure ever has. For the full layer the edge from \(1/2\) to \(5/4\) gives \(-0.635-0.92\times0.5=-1.095\) eV, so its height is \(-0.810+1.095=0.285\) eV per site. Direct minimisation over mixtures by linear programming, at \(\theta=1/10,\,2/5,\,2/3,\,3/4,\,1,\,5/4,\,2\), agreed with the maximum formula within \(10^{-7}\) eV.

Thick oxide films can also enter the list. Let a film have \(e=h\theta+c\), where \(c\) collects its surface and interface energies relative to the clean metal. Write the surface oxide \(s\) likewise as \(e_s=h\theta_s+c_s\), so that \(c_s=-1.325+0.85\times1.25=-0.2625\) eV. They cross at

\[
\frac{h\theta+c-h\theta_s-c_s}{\theta-\theta_s}=h+\frac{c-c_s}{\theta-\theta_s}.
\]

For \(c=0.05\) eV the thickest film allowed takes over at −0.814 eV if it has \(\theta=10\), and at −0.847 eV if it has \(\theta=100\). The limit is \(h\), approached slowly from above, so \(h\) itself should end the diagram, not the thickest slab at hand. If \(c<c_s\), films come in below \(h\): with \(c=-0.30\) eV the film of \(\theta=2\) enters at −0.90 eV, and such films must be in the list.

## How far to trust a window

**Missing structures.** Adding a candidate can lower \(G\) but never raise it, so a finite list gives an upper bound to the true grand potential. With the 4×4 cell and the oxide alone, the sequence is \(1/4\) from −1.500 eV, \(3/8\) from −1.065 eV, \(1/2\) from −1.015 eV and the oxide from −0.920 eV. A phase at \(3/8\) has appeared because this cell cannot hold a coverage of \(1/3\). Its energy, \(-0.375-1.065/8=-0.5081\) eV, lies 3 meV above the edge from \(1/3\) to \(1/2\), which gives \(-0.470-0.99/24=-0.5113\) eV. A consistent hull is thus no evidence of a complete list. Four further cells (2×5, 2×7, 3×5, 4×3) did not lower \(G\), which supports the diagram without proving it.

**Energy errors.** Define the margin of a phase as its depth below the hull of all the others. The quantity \(D\) is an upper bound to it, reached if no other candidate lies below the chord from \(a\) to \(b\). For \(\theta=1/3\), \(R-L=0.15\) eV and

\[
D=0.15\times\frac{(1/12)(1/6)}{1/4}=0.0083\ \text{eV per site}.
\]

Among the eight structures this bound is reached, and it is the smallest margin; those of \(1/4\), \(1/2\) and \(5/4\) are 22.5, 9.5 and 52.5 meV. If each \(e_i\) errs independently by at most \(\delta\), with \(h\) fixed, phase \(k\) may rise by \(\delta\) and any mixture of the others may fall by \(\delta\). No phase is lost if \(2\delta\) is below the smallest margin, so for these eight structures \(\delta\) must stay below about 4 meV per site. Close competitors tighten the limit. With all arrangements of the 4×4 and 3×6 cells in the list, the smallest margin is 6.2 meV, at \(\theta=1/2\), and \(\delta\) must stay below about 3 meV. With the four further cells as well it is 4.3 meV, and a half layer with one vacancy in an 8×8 cell brings it to 1.8 meV. The margin belongs to the list: it keeps falling as larger cells add slightly defective copies of a phase, whose errors are hardly independent of that phase's own.

An error \(\varepsilon\) common to every oxygen atom, as from a faulty \(E_{O_2}\), acts differently. It adds \(\theta_i\varepsilon\) to \(e_i\) and \(\varepsilon\) to \(h\), so every transition moves by \(\varepsilon\) and no window changes width.

## Pressure and temperature

For an ideal gas of \(N\) molecules in volume \(V\), the chemical potential per molecule is \(-k_BT\ln(q/N)\), with \(q=3Vq_{\rm rot}q_{\rm vib}/\lambda^3\). The 3 counts the spin states of \(O_2\), \(\lambda\) is the thermal wavelength, and \(q_{\rm rot}\) sums over odd rotational levels, the ones allowed for the common isotope. In \(q_{\rm vib}\) energies are counted from the vibrational ground state. Half of this, with \(V/N=k_BT/p\), is

\[
\mu(T,p)=\tfrac12k_BT\ln\frac{p\lambda^3}{3k_BT\,q_{\rm rot}q_{\rm vib}} .
\]

A bond length of 0.121 nm and a vibrational quantum of 0.196 eV give \(\mu=-0.782\) eV at 600 K and 1 Torr. Since \(\mu\) varies as \(\tfrac12k_BT\ln p\), with \(k_BT=0.0517\) eV, the oxide onset lies at

\[
p=\exp\!\left[\frac{2(-0.920+0.782)}{0.0517}\right]\text{Torr}\approx5\times10^{-3}\ \text{Torr},
\]

and the bulk-oxide limit at about 0.07 Torr.

The surface itself was still treated at zero temperature. Two neglected effects can be sized at 600 K.

*Disorder in the layer.* Replace \(G\) of the adsorbed layer by \(-(k_BT/M)\ln\sum e^{-(E-\mu N)/k_BT}\), summed over all occupations of the cell, with \(E\) and \(N\) their energy and oxygen number. Having \(2^M\) terms, this lies at most \(k_BT\ln2=0.036\) eV per site below the zero-temperature value. Equating it to the oxide line moves the onset up by 0.014 eV (4×4) or 0.011 eV (3×6). Infinitely long strips 6 to 9 sites wide give 0.011 eV, so the 4×4 value is about 0.002 eV too high. The oxide's own disorder is left out. This small shift concerns the oxide onset only. The ordered layers fare worse: at 600 K the model has no long-range order even in the middle of the windows of \(1/4\), \(1/3\) and \(1/2\), where the coverages are about 0.24, 0.36 and 0.42. At 150 K all three layers are ordered there. The sharp transitions between layers thus belong to low temperature.

*Vibrations.* Suppose each bound oxygen atom, in the layer and in both oxides, has three modes of 0.050 eV, and let \(f\) be their free energy minus half the zero-point energy of \(O_2\). Then \(g_i=e_i+\theta_i(f-\mu)\), and every transition moves by \(f=-0.048\) eV.

Together they shift the onset by about −0.037 eV and lower its pressure to roughly a quarter, near \(10^{-3}\) Torr. An error of 0.1 eV common to all oxygen atoms would matter more: it changes the pressure by a factor of 48.

The binding energies per oxygen atom have the rough size known for late transition metals such as palladium, where oxygen is bound by about 1 eV per atom in adsorbed layers and in the oxide. Close-packed palladium does form a 2×2 layer and a thin surface oxide. That oxide holds less than one oxygen atom per surface metal atom, so \(5/4\) is high, and the pressures above are not predictions for palladium. A working catalyst is not at zero temperature; the shifts above size that error only for the oxide onset, in this model at 600 K. It may also be out of equilibrium: slow oxide nucleation can delay the onset, and a reducing gas can hold the surface's oxygen supply below that of the gas. Neither is sized here, nor is strain. The numerical output lists the transitions, pressures and margins of the eight structures; its 600 K pressures for transitions between layers ignore the loss of order described above.

## Values computed for the example and the checks

```
binding 1.50, repulsions 0.20 and 0.03 eV
surface oxide: theta 1.25, e -1.325 eV/site; bulk oxide H -0.85 eV/O
occupations enumerated: 65536 (4x4), 262144 (3x6); distinct points with oxide: 843
ordered structures: theta, e (eV/site), energy above hull (eV/site)
     0    0.0000   0.0000
   1/4   -0.3750   0.0000
   1/3   -0.4700   0.0000
   1/2   -0.6350   0.0000
   2/3   -0.7400   0.0483
   3/4   -0.7800   0.0850
     1   -0.8100   0.2850
   5/4   -1.3250   0.0000
algorithm trace: new theta | top theta, crossing mu (eV), action
   1/4 | 0: -1.5000 keep
   1/3 | 1/4: -1.1400 keep
   1/2 | 1/3: -0.9900 keep
   2/3 | 1/2: -0.6300 keep
   3/4 | 2/3: -0.4800 keep
     1 | 3/4: -0.1200 keep
   5/4 | 1: -2.0600 remove; 3/4: -1.0900 remove; 2/3: -1.0029 remove; 1/2: -0.9200 keep
transitions: mu (eV), O2 pressure at 600 K (Torr)
  0 -> 1/4: -1.5000, 8.75e-13
  1/4 -> 1/3: -1.1400, 9.76e-07
  1/3 -> 1/2: -0.9900, 3.23e-04
  1/2 -> 5/4: -0.9200, 4.85e-03
  bulk oxide limit: -0.8500, 7.27e-02
margins (meV/site): 1/4: 22.50, 1/3: 8.33, 1/2: 9.55, 5/4: 52.50
largest safe independent error: 4.17 meV/site
4x4 cell and oxide only, theta from mu (eV): 1/4 from -1.5000, 3/8 from -1.0650, 1/2 from -1.0150, 5/4 from -0.9200
largest lowering of G by four more cell shapes: 0.000 meV/site
film offset c 0.05, surface-oxide offset -0.2625 eV/site
film transition mu (eV) by largest theta: 10: -0.81429, 100: -0.84684, 1000: -0.84969
with c -0.30 eV/site the theta=2 film enters at -0.9000 eV
O2 inputs: bond 0.121 nm, quantum 0.196 eV; mu at 600 K, 1 Torr: -0.7822 eV
kT at 600 K: 0.0517 eV; kT ln2: 0.0358 eV
oxide onset with layer disorder at 300 K: -0.9159 (4x4), -0.9184 (3x6) eV; shifts +0.0041, +0.0016 eV
oxide onset with layer disorder at 600 K: -0.9062 (4x4), -0.9093 (3x6) eV; shifts +0.0138, +0.0107 eV
layer coverage at the zero-temperature onset, 600 K: 0.455 (4x4), 0.449 (3x6)
vibrations, three modes of 0.050 eV: shift of mu -0.0482 eV, pressure factor 0.155
pressure factor for a 0.1 eV error in mu at 600 K: 47.9
```
